# The EDIIS energy identity, its conditions and its use

**Q.** Halfway through a self-consistent field calculation I hold several density matrices $D_1,\dots,D_m$, with their energies and Fock matrices. I want the energy of a mixture $\sum_i c_iD_i$. The energy is not linear in the density, so surely I need a new two-electron calculation for every choice of $c$?

**A.** Not in Hartree–Fock theory, because the energy is only quadratic in $D$. Take the closed-shell case in a real basis with overlap matrix $S$. Let $D$ be the spin-summed density matrix, so that $\mathrm{Tr}\,DS=N$, the number of electrons. The electronic energy and the Fock matrix are

$$E(D)=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,G(D)D,\qquad F(D)=h+G(D),$$

where $h$ is the fixed one-electron matrix and $G=J-\tfrac12K$ is linear in $D$:

$$J(D)_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad K(D)_{pq}=\sum_{rs}(pr|qs)D_{rs}.$$

Write $E_i=E(D_i)$, $F_i=F(D_i)$ and $\bar D=\sum_ic_iD_i$. I assume $\sum_ic_i=1$, and we can examine that assumption afterwards.

The natural first guess for $E(\bar D)$ is the average $\sum_ic_iE_i$. To find its error, define

$$B(X,Y)=\mathrm{Tr}\,G(X)Y,$$

which is linear in each argument. The one-electron energy of $\bar D$ is $\sum_ic_i\mathrm{Tr}\,hD_i$, the same as in the average, so it cancels and leaves

$$E(\bar D)-\sum_ic_iE_i=\tfrac12\Big[B(\bar D,\bar D)-\sum_ic_iB(D_i,D_i)\Big].\tag{1}$$

**Q.** That still contains $B(\bar D,\bar D)$, which has cross terms between different matrices. Where do you get those?

**A.** From differences of stored matrices. Consider the sum over all ordered pairs, and expand $B$ in both arguments:

$$\begin{aligned}
\sum_{ij}c_ic_jB(D_i-D_j,D_i-D_j)
=\sum_{ij}c_ic_j\big[&B(D_i,D_i)+B(D_j,D_j)\\
&-B(D_i,D_j)-B(D_j,D_i)\big].
\end{aligned}$$

In the first term the sum over $j$ gives $\sum_jc_j=1$, leaving $\sum_ic_iB(D_i,D_i)$. The second term gives the same after renaming the index. Each of the last two sums is $B(\bar D,\bar D)$, by linearity. Therefore

$$\sum_{ij}c_ic_jB(D_i-D_j,D_i-D_j)=2\Big[\sum_ic_iB(D_i,D_i)-B(\bar D,\bar D)\Big].\tag{2}$$

The bracket in (1) is minus the bracket in (2), hence $-\tfrac12$ times the pair sum. The factor $\tfrac12$ in front of (1) turns this into $-\tfrac14$. Finally, $h$ drops out of a difference of Fock matrices,

$$F_i-F_j=G(D_i)-G(D_j)=G(D_i-D_j),$$

so $B(D_i-D_j,D_i-D_j)=\mathrm{Tr}(F_i-F_j)(D_i-D_j)$. The result is

$$E\Big(\sum_ic_iD_i\Big)=\sum_ic_iE_i-\tfrac14\sum_{ij}c_ic_j\,\mathrm{Tr}(F_i-F_j)(D_i-D_j).\tag{3}$$

Everything on the right is already stored. This is the function that EDIIS minimizes.

**Q.** I have seen a prefactor of one half in such formulas. Which is right?

**A.** Both can be, depending on what is summed and what the density matrix means. In (3) each pair occurs twice, as $(i,j)$ and $(j,i)$, with equal contributions, and the terms $i=j$ vanish. If you sum over $i<j$, the prefactor is $\tfrac12$. Separately, if you use $P=D/2$, the density matrix of one spin, then $\mathrm{Tr}(F_i-F_j)(D_i-D_j)=2\,\mathrm{Tr}(F_i-F_j)(P_i-P_j)$, and the prefactor of the full double sum is again $\tfrac12$.

**Q.** You used $\sum_ic_i=1$. Was that a convenience or a necessity? And what about the sign of the $c_i$, or the symmetry of $G$?

**A.** The sum is a necessity. Let $s=\sum_ic_i$. The first two terms of the expansion now each carry a factor $s$, so half the pair sum is $s\sum_ic_iB(D_i,D_i)-B(\bar D,\bar D)$. Solving for $B(\bar D,\bar D)$ and inserting it in (1) adds to the right side of (3) the term

$$\tfrac12(s-1)\sum_ic_i\,\mathrm{Tr}\,G(D_i)D_i,$$

which vanishes for $s=1$ but not in general.

The signs of the $c_i$ played no part, so (3) also holds for extrapolation. EDIIS imposes $c_i\ge0$ for another reason. In an orthonormal basis each $D_i$ has occupation numbers between 0 and 2, and an average with non-negative weights keeps them in that range. Negative weights may not.

Symmetry of $G$, meaning $B(X,Y)=B(Y,X)$, was not used either: both cross terms summed to $B(\bar D,\bar D)$ separately. It matters when $F$ is to be the energy gradient. For a small change $X$ the first-order energy change is

$$\mathrm{Tr}\,hX+\tfrac12B(D,X)+\tfrac12B(X,D),$$

and this equals $\mathrm{Tr}\,F(D)X$ for all $X$ only if the last two terms agree. For the Hartree–Fock $G$ and symmetric matrices they do, through the permutation symmetry of the integrals.

**Q.** Then show me the simplest use, with two matrices.

**A.** Put $c_1=1-\lambda$ and $c_2=\lambda$, and let $b=\mathrm{Tr}(F_2-F_1)(D_2-D_1)$. The two ordered pairs give $-\tfrac14\cdot2\lambda(1-\lambda)b$, so

$$E(\lambda)=(1-\lambda)E_1+\lambda E_2-\tfrac12\lambda(1-\lambda)b
=E_1+a\lambda+\tfrac12b\lambda^2,$$

with $a=E_2-E_1-\tfrac12b$. Since $a$ is the slope at $\lambda=0$ and $F$ is the gradient, also $a=\mathrm{Tr}\,F_1(D_2-D_1)$. This is optimal damping. For $b>0$ the parabola has its minimum at $\lambda=-a/b$, which is accepted if it lies in $[0,1]$. Otherwise the lowest energy on the segment is at an endpoint.

Here is a case computed at the RHF/6-31G level: water with an O–H distance of 0.96 Å and an angle of 104.5°. The matrix $D_1$ is built from the lowest orbitals of $h$. Then $D_2$ is built from the lowest orbitals of $F_1$, and $D_3$ from those of $F_2$. The electronic energies, in hartree, are

$$E_1=-78.7884,\quad E_2=-79.9958,\quad E_3=-82.8168.$$

The constant nuclear repulsion is left out; with $\sum_ic_i=1$ it would shift both sides of (3) equally. Between $D_1$ and $D_2$ the program finds $a=-9.7637$ and $b=17.1125$ hartree, hence

$$\lambda=\frac{9.7637}{17.1125}=0.5706,\qquad
E=E_1-\frac{a^2}{2b}=-78.78835-2.78536=-81.57371\ \text{hartree}.$$

This is about 1.6 hartree below the better endpoint. The full step to $D_2$ overshoots the minimum along the line.

**Q.** A parabola through two points is easy to believe. I would rather see (3) with three matrices, against an energy that knows nothing of the formula.

**A.** The other two traces are $-0.0599$ hartree for the pair (1,3) and $11.8897$ hartree for (2,3). Take $c=(0.2,\,0.3,\,0.5)$. The average energy is

$$0.2(-78.7884)+0.3(-79.9958)+0.5(-82.8168)=-81.1648\ \text{hartree}.$$

The correction, summed over $i<j$ with prefactor $\tfrac12$, is

$$-\tfrac12\big[0.06(17.1125)+0.10(-0.0599)+0.15(11.8897)\big]=-1.4021\ \text{hartree}.$$

The identity therefore gives $-82.5669$ hartree. Contracting the mixed density matrix directly with the two-electron integrals gives the same value to all printed digits.

**Q.** And which $c$ is best?

**A.** EDIIS minimizes the right side of (3) over the simplex $c_i\ge0$, $\sum_ic_i=1$. The minimum lies at a corner, inside an edge or inside the triangle. Within whichever of these contains it, the energy must be stationary. With three matrices one can solve the stationarity equations for all seven cases, discard solutions with negative weights and compare energies. The lowest solution here has $c_1=0$. On the edge between $D_2$ and $D_3$, with $t=c_3$ and $T$ the (2,3) trace, setting the derivative to zero gives

$$E_3-E_2-\tfrac12(1-2t)T=0,$$

$$t=\tfrac12+\frac{E_2-E_3}{T}=\tfrac12+\frac{2.8211}{11.8897}=0.7373.$$

The energy there is $-83.2272$ hartree. A direct scan of mixtures over the simplex finds nothing lower.

**Q.** I object to calling that progress. The converged energy is $-85.1521$ hartree, and one more plain step from $F_3$ gives a determinant at $-83.9255$ hartree, already below your "minimum".

**A.** The numbers are right, but the mixture is not the end of the iteration. It supplies the next Fock matrix, which needs no new integrals either:

$$F(\bar D)=h+\sum_ic_iG(D_i)=\sum_ic_i\big[h+G(D_i)\big]=\sum_ic_iF_i,$$

where $\sum_ic_i=1$ was used to distribute $h$. Filling the lowest orbitals of this matrix gives a determinant at $-85.0922$ hartree. That is 0.06 hartree above the converged energy, against 1.23 hartree for the plain step. One molecule and one step do not establish a general rate of convergence, but they show how the mixture is used. The figures also depend on the basis. They are 0.05 against 0.83 hartree in 6-31G* and 0.04 against 2.61 hartree in cc-pVDZ. In STO-3G the EDIIS minimum is $D_3$ itself, and the two steps coincide.

The mixture is also not the density matrix of a closed-shell determinant. Such a matrix satisfies $DSD=2D$, so $\tfrac12\mathrm{Tr}\,DSDS=\mathrm{Tr}\,DS=N$. For the EDIIS mixture, $N-\tfrac12\mathrm{Tr}\,DSDS=1.83$ instead of zero. Its energy is the value of the quadratic functional at an averaged density matrix, and should not be reported as the energy of a determinant.

**Q.** One trace was negative. I expected $\mathrm{Tr}(F_i-F_j)(D_i-D_j)$ to be a repulsion energy and therefore positive, with mixing always lowering the energy below the average.

**A.** That holds for the Coulomb part alone. If $\delta\rho$ is the density belonging to $\Delta=D_i-D_j$, and $\delta\tilde\rho(\mathbf k)=\int\delta\rho(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d\mathbf r$, then in atomic units

$$\mathrm{Tr}\,J(\Delta)\Delta=\iint\frac{\delta\rho(\mathbf r)\,\delta\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=\int\frac{d\mathbf k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\delta\tilde\rho(\mathbf k)|^2\ge0.$$

Exchange enters with the opposite sign. For the pair (1,2) the Coulomb part is $28.81$ and the exchange part $-11.70$ hartree, so the sum stays positive. For (1,3) the sum is slightly negative, and the energy along that segment is nearly a straight line.

A clearer case can be worked out by hand. Take a converged determinant and rotate one occupied orbital $i$ towards a virtual orbital $a$ by $\pm\theta$:

$$\varphi_\pm=\cos\theta\,\varphi_i\pm\sin\theta\,\varphi_a.$$

In the difference $D_+-D_-$ the other orbitals cancel, as do the terms in $\cos^2\theta$ and $\sin^2\theta$. With $C_i$ and $C_a$ the orbital coefficient columns, what remains is

$$D_+-D_-=2\cdot2\sin\theta\cos\theta\,X=2\sin2\theta\,X,\qquad X=C_iC_a^T+C_aC_i^T.$$

The Coulomb trace of $X$ has four equal terms, $\mathrm{Tr}\,J(X)X=4(ia|ia)$. In the exchange trace two of the four terms pair each orbital with itself, so $\mathrm{Tr}\,K(X)X=2(ii|aa)+2(ia|ia)$. Subtracting half of the second from the first and restoring the factor $(2\sin2\theta)^2$ gives

$$\mathrm{Tr}(F_+-F_-)(D_+-D_-)=4\sin^2 2\theta\,\big[3(ia|ia)-(ii|aa)\big].$$

This is negative whenever $(ii|aa)>3(ia|ia)$, that is, when the two orbitals repel appreciably but their product $\varphi_i\varphi_a$ has little self-repulsion. For water with $i=1$, $a=12$ and $\theta=10^\circ$, the integrals are $(ii|aa)=1.0222$ and $(ia|ia)=0.0525$ hartree, and the trace is $-0.4046$ hartree. By (3) with $c=(\tfrac12,\tfrac12)$, the midpoint lies above the mean of the ends by $0.4046/8=0.0506$ hartree. This pair has the most negative bracket, but the sign is not special: all 40 occupied–virtual pairs in this basis give a negative bracket, and $i=5$, $a=6$ gives a trace of $-0.1553$ hartree.

So the energy can be concave along a segment. The EDIIS minimization is then not a convex problem, and a local search may stop at a minimum that is not the lowest. On the segment from $D_-$ to $D_+$ both ends are local minima, and with slightly unequal angles they differ in energy. This is why I compared all the faces of the simplex, although for $D_1,D_2,D_3$ local searches from many starting points all reach the same minimum.

**Q.** How does ADIIS fit in? Its function looks different.

**A.** It expands about the latest matrix $D_n$. Let $Y=\bar D-D_n=\sum_ic_i(D_i-D_n)$, where $\sum_ic_i=1$ is used again. With symmetric $G$ the two cross terms in $E(D_n+Y)$ combine, and

$$E(D_n+Y)=E_n+\mathrm{Tr}\,F_nY+\tfrac12\mathrm{Tr}\,G(Y)Y.$$

Inserting $Y$ and using $G(D_j-D_n)=F_j-F_n$ gives

$$E(\bar D)=E_n+\sum_ic_i\mathrm{Tr}\,F_n(D_i-D_n)+\tfrac12\sum_{ij}c_ic_j\mathrm{Tr}(F_j-F_n)(D_i-D_n).$$

The right side is the ADIIS function. In Hartree–Fock theory it is the same function of $c$ as (3), written about a different reference. At $c=(0.2,0.3,0.5)$ it again gives $-82.5669$ hartree.

**Q.** Can I carry (3) over to Kohn–Sham calculations?

**A.** As an interpolation, but not as an identity, because the exchange–correlation energy is not quadratic in $D$. Take a segment with $f(t)=E(D_1+t(D_2-D_1))$. If $F$ is the gradient, then $\mathrm{Tr}(F_2-F_1)(D_2-D_1)=f'(1)-f'(0)$, and (3) becomes the estimate

$$I(t)=(1-t)f(0)+tf(1)-\tfrac12t(1-t)\,[f'(1)-f'(0)].$$

It reproduces any quadratic $f$. For $f=t^3$ the bracket is 3, and the defect is

$$t^3-t+\tfrac32t(1-t)=t^3-\tfrac32t^2+\tfrac12t=t(t-1)(t-\tfrac12).$$

For smooth $f$ the leading defect is therefore $\tfrac16f'''\,t(t-1)(t-\tfrac12)$. Since $f'''$ contains three factors of the density-matrix difference, halving that difference should divide a small defect by about 8.

With the Slater–VWN LDA functional and the same $D_1$ and $D_2$, the defect at $\tfrac34D_1+\tfrac14D_2$ is $-0.057$ hartree. Shrinking the difference about the midpoint to 0.04 and then 0.02 of its size gives defects of $-3.9\times10^{-7}$ and $-4.6\times10^{-8}$ hartree, a ratio of 8.4. The excess over 8 comes from the fourth-order term. With $u=t-\tfrac12$ and $f=u^4$, both ends have $f=\tfrac1{16}$ and the bracket is 1, so the defect is $u^4-\tfrac12u^2+\tfrac1{16}=t^2(1-t)^2$. The next contribution is therefore $\tfrac1{24}f''''\,t^2(1-t)^2$, with the derivatives taken at the midpoint. It is divided by 16 on halving, and when it has the same sign as the cubic term it raises the ratio above 8. The formula is thus least reliable early in a Kohn–Sham calculation, when the stored matrices differ strongly, and its error generally falls off as the third power of their difference when they draw together. At the midpoint $t=\tfrac12$ the cubic term vanishes and the error falls off as the fourth power.

## Table of computed values

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degrees
basis functions: 13; electrons: 10
nuclear repulsion (not included below): 9.168193 hartree
converged RHF electronic energy: -85.152134 hartree
E_1: -78.788350 hartree
E_2: -79.995756 hartree
E_3: -82.816826 hartree
Tr (F_1-F_2)(D_1-D_2): 17.112507 hartree
Tr (F_1-F_3)(D_1-D_3): -0.059868 hartree
Tr (F_2-F_3)(D_2-D_3): 11.889725 hartree
round coefficients c: 0.2 0.3 0.5
sum c_i E_i: -81.164810 hartree
correction term: -1.402111 hartree
energy of mixture, identity: -82.566921 hartree
energy of mixture, explicit integrals: -82.566921 hartree
ADIIS function at the same c: -82.566921 hartree
damping D_1 to D_2, slope a: -9.763659 hartree
damping D_1 to D_2, curvature b: 17.112507 hartree
  Coulomb part of b: 28.811084 hartree
  exchange part of b: -11.698577 hartree
optimal damping lambda: 0.570557
energy at optimal damping: -81.573712 hartree
EDIIS coefficients: 0.000000 0.262730 0.737270
EDIIS minimum energy: -83.227184 hartree
N - (1/2) Tr DSDS of EDIIS mixture: 1.827992
next determinant, plain Roothaan: -83.925458 hartree
next determinant, from EDIIS Fock matrix: -85.092236 hartree
concave segment: occupied orbital 1, virtual orbital 12
  rotation angle: +/-10 degrees
  (ii|aa): 1.022222 hartree; (ia|ia): 0.052534 hartree
  Tr (dF)(dD): -0.404565 hartree
  midpoint energy minus mean of end energies: 0.050571 hartree
LDA defect, 3/4 D_1 + 1/4 D_2: -5.662e-02 hartree
LDA defect, difference scaled by 0.04: -3.874e-07 hartree
LDA defect, difference scaled by 0.02: -4.621e-08 hartree
ratio of the last two defects: 8.384
```
